# Electrostriction and nonlinear permittivity from the Clausius-Mossotti relation

An isotropic medium is made of nonpolar molecules at number density $n$. Each has polarizability $\alpha$. The algebra is in atomic units, in which $D=E+4\pi P=\epsilon E$ and $\epsilon$ is the relative static permittivity. The mass density is $\rho=mn$, with $m$ the molecular mass. Unless a part says otherwise, $\alpha$ is independent of density and temperature.

The numbers use round values in the regime of transformer oil: $\epsilon=2.2$, $\rho=0.87$ g/cm³, mean molecular mass 280 u, isothermal compressibility 0.7 GPa⁻¹ and temperature 300 K. The liquid lies between fixed plates 1 mm apart, in a field of 0.1 MV/cm.

## (a) From one molecule to the permittivity

**Find the field that acts on a molecule, and from it $\epsilon$ as a function of $n\alpha$.**

**Solution.** Draw a large sphere around the molecule. Outside it, the medium may be treated as continuous; inside, the other molecules must be counted one by one.

The macroscopic field $E$ includes the field of continuous polarization within the sphere, which must be removed. A uniformly polarized sphere is equivalent to two balls of charge density $\pm q$, the positive one displaced by $\mathbf s$, with $\mathbf P=q\mathbf s$. By Gauss's law, a ball of density $q$ centred at the origin has the internal field $4\pi q\mathbf r/3$. The two balls together give

$$
\frac{4\pi q}{3}(\mathbf r-\mathbf s)-\frac{4\pi q}{3}\mathbf r=-\frac{4\pi}{3}\mathbf P .
$$

Removing this contribution adds $+4\pi P/3$ to $E$.

The discrete dipoles $p$ inside the sphere, all along $z$, contribute $p\sum(3z^2-r^2)/r^5$ along $z$. On a cubic lattice the sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ are equal, so this vanishes. The transverse components vanish by reflection. For a liquid the same cancellation is a mean-field assumption: it neglects correlations between the fluctuating local fields and dipoles. The acting field is therefore

$$
F=E+\frac{4\pi}{3}P .
$$

An Ewald summation over a simple cubic lattice of dipoles gives 4.188790 for the coefficient of $P$, which is $4\pi/3$ to the digits shown.

Insert $P=n\alpha F$ and define $x=4\pi n\alpha/3$:

$$
P(1-x)=n\alpha E,\qquad
\epsilon=1+\frac{4\pi P}{E}=1+\frac{3x}{1-x}=\frac{1+2x}{1-x}.
$$

Two combinations will be needed:

$$
\epsilon-1=\frac{3x}{1-x},\qquad \epsilon+2=\frac{3}{1-x}. \tag{1}
$$

Their ratio is the Clausius-Mossotti relation, $(\epsilon-1)/(\epsilon+2)=x$. Also, $F=E+(\epsilon-1)E/3=(\epsilon+2)E/3$.

For the oil, $x=1.2/4.2=0.286$. The mass density and molecular mass give $n=0.00187$ Å⁻³, so $\alpha=3x/(4\pi n)=36.5$ Å³. This is an effective polarizability, chosen to reproduce $\epsilon=2.2$.

## (b) The density derivative

**Compress the medium isotropically at fixed $\alpha$. Express $\gamma\equiv\rho\,d\epsilon/d\rho$ through $\epsilon$ alone. How far can a linear change of $\epsilon$ with density be trusted?**

**Solution.** Both $\rho$ and $x$ are proportional to $n$, so $\rho\,d/d\rho=x\,d/dx$. The quotient rule gives

$$
\frac{d\epsilon}{dx}=\frac{2(1-x)+(1+2x)}{(1-x)^2}=\frac{3}{(1-x)^2}.
$$

Multiply by $x$ and separate the two factors in (1):

$$
\gamma=\frac{3x}{(1-x)^2}
=\frac13\,\frac{3x}{1-x}\,\frac{3}{1-x}
=\frac{(\epsilon-1)(\epsilon+2)}{3}. \tag{2}
$$

In a dilute medium $\epsilon\to1$ and $\gamma\to\epsilon-1$: the susceptibility just counts molecules. The additional factor $(\epsilon+2)/3$ is feedback, since a larger polarization also strengthens the acting field $F$ at fixed $E$. For large $\epsilon$, $\gamma$ grows as $\epsilon^2/3$. The divergence at $x=1$ marks a failure of this linear point-dipole model, not a prediction for a real liquid. The model can fail earlier: on a simple cubic lattice a staggered pattern of dipole columns already becomes unstable near $x=0.78$, where $\epsilon\approx11.8$.

For the oil,

$$
\gamma=\frac{1.2\times4.2}{3}=1.68,
$$

against 1.2 if the ratio $F/E$ did not change with density. Differentiating the permittivity of the cubic dipole lattice numerically also gives 1.68.

For the linear range, differentiate once more: $d^2\epsilon/dx^2=6/(1-x)^3$. Hence

$$
n^2\frac{d^2\epsilon}{dn^2}=6\left(\frac{x}{1-x}\right)^2\frac1{1-x}
=\frac{2(\epsilon-1)^2(\epsilon+2)}9=1.344 .
$$

A 1% compression changes $\epsilon$ by $1.68(0.01)+\tfrac12(1.344)(0.01)^2=0.01687$. The linear term, 0.01680, is adequate.

## (c) Two conditions behind the coefficient

**First let $\alpha$ vary with density, with $s=d\ln\alpha/d\ln n$. Then keep $\alpha$ fixed, but compress a cubic crystal along one axis. What happens to (2)?**

**Solution.** In the first case $d\ln x=(1+s)\,d\ln n$. The chain rule gives

$$
n\frac{d\epsilon}{dn}=(1+s)\gamma .
$$

A trial value $s=-0.1$ lowers the coefficient from 1.68 to 1.51. This value is an assumption about the size of the effect, not a calculated property of oil.

In the second case, the discrete dipoles in the sphere of part (a) no longer cancel. Write $F_i=E_i+L_iP_i$ for each principal axis. The departure of $L_i$ from $4\pi/3$ is proportional to $\sum(3r_i^2-r^2)/r^5$. Adding the three axes makes each numerator zero, so $L_x+L_y+L_z=4\pi$ at every strain.

With $y=n\alpha$, the permittivity is $\epsilon_i=1+4\pi y/(1-yL_i)$. Let a prime denote $d/d\ln n$, so that $y'=y$. Then

$$
\epsilon_i'=4\pi\frac{y(1-yL_i)+y(yL_i+yL_i')}{(1-yL_i)^2}
=4\pi\frac{y+y^2L_i'}{(1-yL_i)^2}.
$$

At the unstrained cubic lattice, $yL_i=x$ and $4\pi y=3x$. Therefore

$$
\epsilon_i'=\gamma(1+yL_i').
$$

The three $L_i'$ sum to zero, so the axis average remains $\gamma$ to first order in strain. The separate components do not. A simple cubic lattice with the oil's $n$ and $\alpha$ gives 3.13 along the compressed axis and 0.95 across it. The average is $(3.13+2\times0.95)/3=1.68$.

For a field along the compression axis, the two nearest dipoles on that axis add $4p/c^3$ to the local field, where $c$ is their spacing. This contribution grows as $c$ shrinks. The full lattice sum has the same sign of change. This picture and the large split belong to the simple cubic lattice. In body- and face-centred cubic lattices the nearest neighbours lie off the cube axes, and the same $n\alpha$ gives only 1.73 and 1.77 along the compressed axis. A liquid at rest cannot sustain this static shear strain, so for oil the isotropic form (2) applies, within the mean-field assumption of part (a).

## (d) The pressure produced by the field

**The plates are held at fixed separation and voltage, and the liquid is open to a field-free reservoir at the same temperature. Find the rise in pressure and density to order $E^2$.**

**Solution.** Let $f_0(n)$ be the free-energy density without a field. Charging the medium at fixed density costs

$$
\int_0^D\frac{E\,dD}{4\pi}=\frac{D^2}{8\pi\epsilon}=\frac{\epsilon E^2}{8\pi}.
$$

At fixed voltage the source also exchanges energy, so $ED/4\pi=\epsilon E^2/4\pi$ must be subtracted. The reservoir fixes the chemical potential $\mu$. The quantity to be minimized is

$$
\omega(n,E)=f_0(n)-\mu n-\frac{\epsilon(n)E^2}{8\pi}. \tag{3}
$$

The negative last term draws liquid into the field when $d\epsilon/dn>0$.

Write $\mu_0=df_0/dn$. In the reservoir, $\mu=\mu_0(n_0)$. Setting $\partial\omega/\partial n=0$ gives

$$
\mu_0(n)-\mu_0(n_0)=\frac{E^2}{8\pi}\frac{d\epsilon}{dn}.
$$

Let $p_0=n\mu_0-f_0$ be the pressure that liquid of density $n$ would have without a field. Since $df_0=\mu_0dn$, $dp_0=n\,d\mu_0$. Multiplying the small change of $\mu_0$ by $n_0$ gives

$$
\Delta p_0=\frac{\gamma E^2}{8\pi},\qquad
\frac{\delta n}{n}=\kappa\frac{\gamma E^2}{8\pi}, \tag{4}
$$

where $\kappa=n^{-1}dn/dp_0$ is the isothermal compressibility. The pressure $\Delta p_0$ measures compression of the liquid. It is not the total force per area on a plate, which also includes the electric stress.

A dilute gas provides a second route to this result. There $\kappa=1/(nkT)$ and $\gamma=4\pi n\alpha$, so (4) becomes $\delta n/n=\alpha E^2/(2kT)$. This is the first field-dependent term in the expansion of the Boltzmann factor for a molecule of energy $-\alpha E^2/2$.

In SI units, $E^2/8\pi$ becomes $\epsilon_0E^2/2$. The field is $10^7$ V/m, so this energy density is 443 Pa. Hence

$$
\Delta p_0=1.68\times443\ \text{Pa}=744\ \text{Pa}
=4.64\times10^{-9}\ \text{eV/Å}^3,
$$

$$
\frac{\delta n}{n}=(0.7\times10^{-9}\ \text{Pa}^{-1})(744\ \text{Pa})
=5.2\times10^{-7}.
$$

## (e) The nonlinear dielectric response

**Find the field dependence of $D/E$ and of the slope $dD/dE$. What changes if the density cannot follow the field?**

**Solution.** At the minimum of (3), the change of $n$ does not contribute to the first derivative of $\omega$. Thus $D=-4\pi\,d\omega/dE=\epsilon(n)E$, with $n$ the density in the field. To lowest order $\delta\epsilon=\gamma\,\delta n/n$, so (4) gives

$$
\frac DE=\epsilon+\frac{\kappa\gamma^2E^2}{8\pi}. \tag{5}
$$

One factor of $\gamma$ measures how strongly the field compresses the liquid; the other measures how strongly compression changes $\epsilon$. Multiplying by $E$ and differentiating the cubic term gives

$$
\frac{dD}{dE}=\epsilon+\frac{3\kappa\gamma^2E^2}{8\pi}.
$$

The changes are $1.68\times5.2\times10^{-7}=8.7\times10^{-7}$ in $D/E$, and three times this, $2.6\times10^{-6}$, in the slope.

The factor three requires the density to follow the total field. If a small probe field is too fast for this, $n$ stays at the value set by the steady field and the probe measures $\epsilon(n)$. The increase is then the single one in (5). If the liquid instead has a fixed number of molecules and a fixed, uniformly filled volume, $n$ cannot change and both contributions vanish. Electrostrictive nonlinearity thus depends on the mechanical boundary conditions.

## (f) Nonlinearity without compression

**At fixed density, a molecule has the average dipole $p=\alpha F+cF^3$. Find the resulting change in $D/E$. Evaluate $c$ for thermal alignment of a nonpolar, axially symmetric molecule, and compare with (5).**

**Solution.** The molecule acts as if its polarizability were $\alpha+cF^2$. At fixed $n$, $x$ is proportional to polarizability, so $\alpha\,d\epsilon/d\alpha=x\,d\epsilon/dx=\gamma$. To lowest order,

$$
\delta\epsilon=\gamma\frac{cF^2}{\alpha},\qquad F=\frac{\epsilon+2}{3}E. \tag{6}
$$

Let $\Delta\alpha$ be the polarizability along the molecular axis minus that across it, and $\theta$ the angle between axis and field. The orientation-dependent energy is $-\tfrac12\Delta\alpha F^2\cos^2\theta$. Put $b=\Delta\alpha F^2/(2kT)$. Expanding the Boltzmann factor to first order in $b$ gives

$$
\langle\cos^2\theta\rangle
=\frac13+b\left(\langle\cos^4\theta\rangle_0-\langle\cos^2\theta\rangle_0^2\right)
=\frac13+b\left(\frac15-\frac19\right)
=\frac13+\frac{4b}{45}.
$$

The subscript 0 denotes the isotropic average. The mean polarizability along the field is

$$
\alpha+\Delta\alpha\left(\langle\cos^2\theta\rangle-\frac13\right)
=\alpha+\frac{2(\Delta\alpha)^2F^2}{45kT},
\qquad c=\frac{2(\Delta\alpha)^2}{45kT}.
$$

Take $\Delta\alpha=10$ Å³ as a trial value for a rigid, elongated molecule; it is high for oil, as discussed below. The local field is $1.4E=1.4\times10^{-3}$ V/Å. With the squared elementary charge equal to 14.4 eV Å, $\Delta\alpha F^2=10(1.4\times10^{-3})^2/14.4=1.36\times10^{-6}$ eV. At 300 K, $kT=0.0259$ eV. Equation (6) becomes

$$
\delta\epsilon=1.68\times\frac2{45}\times\frac{10}{36.5}
\times\frac{1.36\times10^{-6}}{0.0259}
=1.1\times10^{-6}.
$$

This is 1.2 times the electrostrictive change, but the ordering depends on the trial value. Since $\Delta\alpha$ enters squared, alignment exceeds electrostriction only for $\Delta\alpha$ above about 9 Å³, and $\Delta\alpha=5$ Å³ gives a ratio of 0.3. A flexible saturated chain of this mass has a much smaller effective anisotropy, roughly 2 to 3 Å³ in a bond-additive estimate averaged over conformers. The value 10 Å³ would also imply a Kerr constant near $9\times10^{-15}$ m/V², a few times the values usually quoted for transformer oil. In real oil, alignment is therefore probably the smaller of the two terms, though not negligible. The calculation also ignores orientational correlations.

Electronic hyperpolarizability $h$, defined by $p=\alpha F+hF^3/6$, has $c=h/6$. A rough $h=2\times10^4$ atomic units gives $\delta\epsilon=1.7\times10^{-8}$, about 2% of the electrostrictive change.

## (g) Time, heat and charge in an oil gap

**Which compressibility applies after the field is switched on? Compare electrostriction with heating by ordinary conduction and with the largest static pressure difference from charge injected at one plate.**

**Solution.** Let $\beta$ be the thermal expansion coefficient and $C$ the heat capacity per volume at constant pressure. For a fast compression the entropy change vanishes: $C\,dT/T-\beta\,dp=0$, hence $dT=T\beta\,dp/C$. Substitution in $dn/n=\kappa\,dp-\beta\,dT$ gives

$$
\kappa_S=\kappa-\frac{T\beta^2}{C}.
$$

With $\beta=7.5\times10^{-4}$ K⁻¹ and $C=1.6$ MJ/(m³ K), $\kappa_S=0.700-0.105=0.595$ GPa⁻¹. The density and permittivity changes are then 15% below their isothermal values.

The sound speed is $1/\sqrt{\kappa_S\rho}=1390$ m/s. A pressure wave crosses the 10 mm from the plate edge to the centre in 7.2 µs, which sets the scale for liquid to enter. Between isothermal plates a distance $d$ apart, the slowest temperature profile, $\sin(\pi z/d)$, decays in a time $Cd^2/(\pi^2\lambda)$. For thermal conductivity $\lambda=0.13$ W/(m K), this is 1.25 s. The adiabatic value applies once the pressure oscillations have died out, but well before the thermal time; the isothermal value applies later.

Steady conduction also heats the liquid. For electrical conductivity $\sigma$, solving $\lambda T''=-\sigma E^2$ with equal plate temperatures gives a rise $\sigma E^2z(d-z)/(2\lambda)$, whose mean is $\sigma E^2d^2/(12\lambda)$. For $\sigma=10^{-12}$ S/m, this is $6.4\times10^{-5}$ K. The density falls by $4.8\times10^{-8}$, or 9% of the isothermal electrostrictive rise. At fixed field and material constants this fraction grows as $d^2$. The estimate assumes Ohm's law. At high field, ions can be swept out faster than they form, and a conductivity measured at low field can then overstate the heating.

Injected charge can produce a larger pressure difference between the plates. Consider one sign of carrier, constant mobility, no diffusion or liquid motion, and zero field at the injecting plate. Constant current makes the force density $qE$ constant. Gauss's law gives $qE=(\epsilon/8\pi)\,d(E^2)/dz$, so $E=E_a\sqrt{z/d}$. Its mean is $2E_a/3$; at fixed voltage, $E_a$ is therefore 1.5 times the applied mean field. Integrating this charge force across the gap gives

$$
\Delta p_{\rm inj}=\frac{\epsilon E_a^2}{8\pi}
=\frac94\times2.2\times443\ \text{Pa}\approx2190\ \text{Pa},
$$

nearly three times the electrostrictive pressure in the uniform field. Because the field now varies across the gap, electrostriction adds $\gamma E_a^2/8\pi=\tfrac94\times744\ \text{Pa}\approx1670$ Pa. The pressure $p_0$, which measures compression, is therefore about 3.9 kPa higher at the far plate than at the injecting one. This is the space-charge-limited case; weaker injection gives less. The static state is an idealization: at this voltage, strong injection is expected to set the oil in motion, which changes the distributions of charge and pressure. The injected current also heats the oil, in proportion to the carrier mobility. This heating is not included here, and in steady state it can change the density more than the injection pressure does.

For a real transformer-oil gap, the chosen field is about one third of a rough breakdown field of 0.3 MV/cm, which itself depends on gap, purity and pulse length. Real oil is a mixture, and its effective polarizability need not stay fixed: the trial $s=-0.1$ lowers $\Delta p_0$ by 10% and the change in (5) by 19%. At 360 K, thermal expansion alone lowers $\epsilon$ to 2.13 and $\gamma$ to 1.55. That drop in $\epsilon$ of 0.07 dwarfs the field-induced change near $10^{-6}$. A temperature drift of only $5.2\times10^{-7}/\beta=0.7$ mK cancels the electrostrictive density rise, so a static measurement of (5) must control or correct for drifts smaller than this. It must also separate the effects of alignment, injected charge and any change of the gap as the plates attract each other. The numerical output below lists the inputs and estimates.

## Calculated quantities

```
Rough inputs, transformer-oil regime
relative permittivity: 2.20
mass density: 0.87 g/cm3
mean molecular mass: 280 u
isothermal compressibility: 0.700 1/GPa
applied field: 0.10 MV/cm
gap: 1.0 mm
plate half-width: 10 mm
temperature: 300 K
Coefficient
number density: 0.00187 1/A3
polarizability volume: 36.45 A3
lattice Lorentz factor: 4.188790
gamma, formula: 1.68000
gamma, lattice derivative: 1.68000
dilute estimate eps-1: 1.200
local-field factor: 1.400
second derivative n^2 eps'': 1.3440
eps change, 1% compression: 0.01687
linear estimate, same: 0.01680
uniaxial slope along strain: 3.1342
uniaxial slope across strain: 0.9529
Electrostriction
pressure: 743.8 Pa = 4.642e-09 eV/A3
relative density rise: 5.206e-07
rise in D/E: 8.747e-07
rise in dD/dE: 2.624e-06
Neglected effects, rough inputs and results
assumed d ln(alpha)/d ln(n): -0.10
gamma with this slope: 1.5120
polarizability anisotropy: 10 A3
alignment rise in D/E: 1.078e-06
alignment/electrostriction: 1.23
hyperpolarizability: 2.0e+04 a.u.
its rise in D/E: 1.687e-08
thermal expansion: 7.50e-04 1/K
heat capacity: 1.60 MJ/(m3 K)
adiabatic compressibility: 0.595 1/GPa
sound speed: 1390 m/s
acoustic time to plate edge: 7.19 us
thermal time across gap: 1.25 s
electrical conductivity: 1.0e-12 S/m
thermal conductivity: 0.13 W/(m K)
mean Joule heating: 6.41e-05 K
density change from heating: -4.81e-08
hot operating temperature: 360 K
hot permittivity: 2.1274
hot gamma: 1.5510
rough breakdown field: 0.30 MV/cm
field/breakdown: 0.33
limiting injection pressure: 2191 Pa
```
